# Doping profile for a varactor-tuned frequency proportional to junction potential

## The problem

A reverse-biased p+n diode of area \(A\) is the whole capacitance of a resonant circuit with a fixed inductance \(L\). The p side is so heavily doped that the depletion layer lies in the n side, between the junction at \(x=0\) and an edge at \(x=W\). The donor density there is

\[
N(x)=B\,x^{m},\qquad B>0 .
\]

Let \(V\) be the total potential across the depletion layer: the applied reverse bias plus the built-in part. The oscillation is small enough for the circuit to see the differential capacitance \(C=dQ/dV\). All donors are ionized, there are no mobile carriers for \(x<W\), and the material is neutral for \(x>W\).

(a) Find \(V(W)\) and \(C(W)\).

(b) Which \(m\) makes the frequency \(f\) proportional to \(V\), and what is the ratio \(f/V\)?

(c) Could a profile that is not a power law do the same?

(d) Can the profile found in (b) continue to the junction? If not, what must replace it there?

(e) Design a silicon diode with \(W=200\) nm at \(V=2\) V, tuned up to \(V=8\) V, and judge what the model leaves out.

The algebra is in atomic units, with \(4\pi\varepsilon_0=1\) and unit elementary charge, so a potential and the potential energy of one charge have the same value. The relative permittivity is \(\kappa\). Numbers are in engineering units.

## Hints

1. The field vanishes at \(W\). Integrate Poisson's equation from there towards the junction, and exchange the order of the two integrations.
2. For the capacitance, follow the charge uncovered when the edge moves by \(dW\). The total charge is not needed.
3. For (c), the required law gives \(V\) as a function of \(W\) directly. Differentiate it.
4. For (d), compare \(\int N\,dx\) with \(\int xN\,dx\) near \(x=0\). Which of them enters \(V\)?

## Full solution

### (a) Potential and capacitance

Let \(F(x)\) be the magnitude of the field. Gauss's law, with \(F(W)=0\), gives

\[
F(x)=\frac{4\pi}{\kappa}\int_x^W N(x')\,dx' .
\]

The potential is the integral of \(F\) over the layer. A donor sheet at \(x'\) contributes to the field at every \(x<x'\), that is, over a length \(x'\). Exchanging the integrations therefore gives

\[
V=\int_0^W F\,dx=\frac{4\pi}{\kappa}\int_0^W x\,N(x)\,dx .
\tag{1}
\]

For the power law,

\[
V=\frac{4\pi B}{\kappa}\,\frac{W^{m+2}}{m+2},\qquad m>-2 .
\tag{2}
\]

The condition on \(m\) makes the integral converge at \(x=0\).

When the edge moves by \(dW\), the uncovered charge and the change of potential are

\[
dQ=A\,N(W)\,dW,\qquad dV=\frac{4\pi}{\kappa}\,W N(W)\,dW .
\]

The density cancels in the ratio:

\[
C=\frac{dQ}{dV}=\frac{\kappa A}{4\pi W}.
\tag{3}
\]

This is the capacitance of two plates a distance \(W\) apart. The added charge appears at the edge and its counterpart at the p+ side, whatever lies between them.

### (b) The exponent and the tuning slope

Inserting (3) in the resonance formula gives

\[
f=\frac{1}{2\pi\sqrt{LC}}
=\frac{1}{2\pi}\sqrt{\frac{4\pi W}{\kappa LA}}
=\sqrt{\frac{W}{\pi\kappa LA}} .
\tag{4}
\]

Thus \(f\propto W^{1/2}\). Equation (2) gives \(W\propto V^{1/(m+2)}\), so

\[
f\propto V^{1/[2(m+2)]}.
\]

Proportionality requires \(2(m+2)=1\), hence

\[
\boxed{m=-\tfrac32}.
\]

For comparison, uniform doping (\(m=0\)) gives \(f\propto V^{1/4}\), and a linearly rising density (\(m=1\)) gives \(f\propto V^{1/6}\). A falling density lets the edge move faster as the potential rises. Exponents computed from numerical integrals of charge and potential agree: 1.00000, 0.50000, 0.25000 and 0.16667 for \(m=-3/2,-1,0,1\).

With \(m+2=1/2\), equation (2) becomes

\[
V=\frac{8\pi B}{\kappa}\sqrt W .
\tag{5}
\]

Dividing (4) by (5) removes \(W\):

\[
\frac fV=\frac{1}{\sqrt{\pi\kappa LA}}\,\frac{\kappa}{8\pi B}
=\frac{1}{8\pi B}\sqrt{\frac{\kappa}{\pi LA}} .
\tag{6}
\]

A smaller \(B\) gives a steeper tuning slope, because the edge then travels further for the same change of potential.

### (c) The converse

Suppose that \(f=sV\) over some range, with \(s\) constant and no assumption about the profile. Equation (4) rests on (3), which holds for any density, so

\[
V=\frac1s\sqrt{\frac{W}{\pi\kappa LA}},\qquad
\frac{dV}{dW}=\frac{1}{2s\sqrt{\pi\kappa LA}}\,W^{-1/2}.
\]

Differentiating (1) gives \(dV/dW=(4\pi/\kappa)WN(W)\). Solving for the density,

\[
N(W)=\frac{\kappa}{4\pi W}\frac{dV}{dW}
=\frac{1}{8\pi s}\sqrt{\frac{\kappa}{\pi LA}}\;W^{-3/2}.
\]

The power law is therefore forced at every depth swept by the edge, with the same \(B\) as in (6). Between the junction and the smallest \(W\) of the range, the law leaves the shape of the profile open and fixes only the integral \(\int xN\,dx\), through the value of \(V\) at the start of the range. Beyond the largest \(W\), it fixes nothing. Part (d) uses this condition.

The same relation is the basis of capacitance-voltage profiling. From (3), \(dC/dW=-\kappa A/(4\pi W^2)\), and \(dV/dW=(dC/dW)/(dC/dV)\). Eliminating \(W=\kappa A/(4\pi C)\) gives

\[
N(W)=-\frac{4\pi C^3}{\kappa A^2\,(dC/dV)} .
\]

A measured \(C(V)\) curve thus tests whether a diode has the required profile over the depths swept by the edge. If the applied bias is used in place of \(V\), the density found is slightly too high, because the built-in part changes with \(W\). In the example of part (e), the excess is about 4 % at a depletion-layer potential of 2 V and 1 % at 8 V if the drop on the p side is taken as constant, and about 5 % at 2 V when that side is included.

### (d) The end near the junction

For \(m=-3/2\), the integrand \(xN=Bx^{-1/2}\) in (1) is integrable at \(x=0\), but \(N=Bx^{-3/2}\) is not. The potential is finite, while the total charge and the junction field diverge. The power law must stop at some depth \(x_0\), smaller than the smallest \(W\) in use.

Split (1) at \(x_0\):

\[
V=\frac{4\pi}{\kappa}\left[\int_0^{x_0}xN\,dx+2B\left(\sqrt W-\sqrt{x_0}\right)\right].
\]

This equals (5) for all \(W>x_0\) if

\[
\int_0^{x_0}xN\,dx=2B\sqrt{x_0}.
\tag{7}
\]

The first moment of the cap is fixed, but not its shape. For a uniform cap of density \(N_c\), the left side is \(N_cx_0^2/2\), so

\[
N_c=4B\,x_0^{-3/2}.
\]

This is four times the power-law density at \(x_0\). The profile has a step there.

The junction field is now finite. The cap contributes charge \(N_cx_0=4B/\sqrt{x_0}\) per area, and the power-law part contributes \(2B(1/\sqrt{x_0}-1/\sqrt W)\). Hence

\[
F(0)=\frac{4\pi B}{\kappa}\left(\frac{6}{\sqrt{x_0}}-\frac{2}{\sqrt W}\right)
=\frac VW\left(3\sqrt{\frac{W}{x_0}}-1\right),
\tag{8}
\]

where the second form uses \(4\pi B/\kappa=V/(2\sqrt W)\) from (5). At fixed \(B\) and \(W\), the field rises when the cap is made thinner, and for \(x_0\ll W\) it grows as \(x_0^{-1/2}\). A high field brings tunnelling through the gap, and the cap density, which grows as \(x_0^{-3/2}\), must stay well below that of the p side. Both limit how close to the junction the power law may come.

### (e) A silicon tuning diode

Take \(\kappa=11.7\), \(A=0.001\) cm², \(L=100\) nH, \(T=300\) K and \(x_0=100\) nm. Since \(B=N(W)W^{3/2}\), equation (5) reads \(V=8\pi N(W)W^2/\kappa\). In SI form, with permittivity \(\varepsilon=\kappa\varepsilon_0\) and elementary charge \(e\), the factor \(4\pi/\kappa\) becomes \(e/\varepsilon\), and

\[
N(W)=\frac{\varepsilon V}{2eW^2}
=\frac{(1.036\times10^{-12})(2)}{2(1.602\times10^{-19})(2\times10^{-5})^2}
\approx1.62\times10^{16}\ \text{cm}^{-3}
\]

at 2 V, with \(\varepsilon\) in F/cm and \(W\) in cm. The capacitance is \(\varepsilon A/W=51.8\) pF and the frequency is 69.9 MHz. The slope is \(69.93/2=34.97\) MHz/V.

Equation (5) gives \(W\propto V^2\), and then \(N(W)\propto V^{-3}\) and \(C\propto V^{-2}\):

| \(V\) (V) | \(W\) (nm) | \(N(W)\) (cm⁻³) | \(C\) (pF) | \(f\) (MHz) |
|---|---|---|---|---|
| 2 | 200 | 1.62×10¹⁶ | 51.8 | 69.9 |
| 4 | 800 | 2.02×10¹⁵ | 12.9 | 139.9 |
| 8 | 3200 | 2.53×10¹⁴ | 3.24 | 279.7 |

A fourfold frequency range costs a sixteenfold range of depth and a 64-fold range of doping. The cap density is \(1.83\times10^{17}\) cm⁻³. At 8 V, equation (8) gives

\[
F(0)=\frac{8\ \text{V}}{3200\ \text{nm}}\left(3\sqrt{32}-1\right)
\approx0.40\ \text{MV/cm}.
\]

**Breakdown and tunnelling.** For a rough electron ionization coefficient \(\alpha=7\times10^5\ \text{cm}^{-1}\exp[-(1.2\ \text{MV/cm})/F]\), the integral \(\int\alpha\,dx\) at 8 V is about 0.1. If holes ionize less readily than electrons, this is an upper bound on the ionization integral, which must reach 1 for avalanche breakdown. The planar junction is then safe in this estimate; a curved junction edge, where the field is higher, is not covered. For band-to-band tunnelling through a triangular barrier, the exponent is \(4\sqrt{2m_t}\,E_g^{3/2}/(3F)\). With a gap \(E_g\) of about 1.1 eV and a rough tunnelling mass \(m_t=0.2\) electron masses, it is about 90 at the peak field. The value is sensitive to the model: an empirical silicon form, \(\exp[-(19\ \text{MV/cm})/F]\), gives about 50. The current is negligible in either case.

**The p+ side.** With a rough acceptor density \(N_A=10^{19}\) cm⁻³, a fully depleted p-side layer would take \(\kappa F(0)^2/(8\pi N_A)\), which is 0.034 V at 2 V and 0.052 V at 8 V. These values are only one to two \(kT\), so the holes do not end sharply, and the actual drop is larger by about \(kT\), or 0.03 V. The depletion width is twice the fully depleted drop divided by the field, about 2 nm at the lower end. That is 1 % of \(W\), and it raises \(f\) by about 0.5 % at fixed \(W\).

**Stray capacitance.** A fixed \(C_s\) in parallel multiplies \(f\) by \((1+C_s/C)^{-1/2}\). For \(C_s=0.2\) pF, the frequency falls by 0.19 % at 2 V and by 2.95 % at 8 V, relative to the circuit without it. The diode capacitance is smallest at the upper end, so the tuning curve bends down there.

**Series resistance.** The undepleted layer has resistance \(R=\int_W dx/(e\mu NA)\). With a layer ending at 4000 nm and a rough electron mobility \(\mu=1400\) cm²/Vs throughout, \(R=3.9\) ohm at 2 V, and the quality factor is \(q=1/(2\pi fRC)=11\). This takes the electron density equal to \(N\). If the layer ends on an n+ substrate, electrons spill into its lightly doped end, where most of the resistance lies; for a substrate of \(10^{19}\) cm⁻³, \(R\) falls to about 2.9 ohm and \(q\) rises to about 15. For \(q=11\), the damped frequency is lower than the undamped one by the factor \(\sqrt{1-1/(4q^2)}\), a shift of only \(-0.10\) %. The loss itself matters more: the low doping that provides the wide tuning range lies in series with the capacitor when the bias is low.

**Temperature.** Write the built-in part as \(kT\ln[N_AN(W)/n_i^2]\), where \(n_i\) is the intrinsic density. Take \(n_i=10^{10}\) cm⁻³ at 300 K and \(n_i^2\propto T^3\exp(-1.2\ \text{eV}/kT)\), both rough. Heating by 10 K at fixed bias then lowers \(f\) at 2 V by 0.62 %, if \(N(W)\) is held at its initial value.

**Beside real devices.** Hyperabrupt silicon diodes for VHF tuning have capacitances from a few to some tens of picofarads and are tuned over several volts or more, so the example lies in their regime. Its quality factor of 11 to 15 at the low end is poor for a selective circuit. Real profiles are made by implantation or graded growth and can follow the required power law only over a limited depth. Among the effects sized here at fixed \(V\), the largest is stray capacitance, about 3 % of \(f\) at 8 V. When \(f\) is plotted against the applied bias, its slope also departs from the ideal one, by about 5 % at 2 V and 1 % at 8 V, provided the graded layer continues well beyond the edge. The second variation treats the main part of this, with the p-side drop held constant. The layer ending at 4000 nm does not meet the proviso at the top of the range. Its end lies only about three Debye lengths beyond \(W=3200\) nm, and the edge reaches it at 8.9 V. On an n+ substrate of \(10^{19}\) cm⁻³, the slope at 8 V is about 14 % below the ideal one and \(f\) is 0.6 % low, while at 7 V the substrate lowers the slope by less than 1 %. A thicker layer removes this at the price of more series resistance.

## Variation 1: a cap without a step

*Let the density stay at its value \(Bx_0^{-3/2}\) for all \(x<x_0\), so that the profile is continuous. What is the tuning law?*

The first moment of the cap is now

\[
\int_0^{x_0}x\,Bx_0^{-3/2}\,dx=\tfrac12B\sqrt{x_0},
\]

which falls short of (7) by \(\tfrac32B\sqrt{x_0}\). For a given edge \(W>x_0\), the potential is therefore lower than the ideal one by

\[
V_s=\frac{4\pi}{\kappa}\,\frac32B\sqrt{x_0}
=\frac34\left(\frac{8\pi B}{\kappa}\sqrt{x_0}\right).
\]

The bracket is the ideal potential (5) at \(W=x_0\). The frequency depends on \(W\) alone, so

\[
f=s\,(V+V_s).
\]

The tuning is still linear with the same slope, but it is no longer proportional to \(V\). In the example, the bracket is \(2\sqrt{100/200}=1.414\) V and \(V_s=1.06\) V. This is not a small correction at \(V=2\) V. If linearity is all that is wanted, the continuous cap serves, and it has the lower doping and junction field at given \(B\), \(x_0\) and \(W\).

## Variation 2: frequency against applied bias

*The bias source fixes the potential between the contacts, not the drop across the depletion layer. How straight is \(f\) as a function of bias?*

Let \(\phi\) be the electrostatic potential and \(U\) its rise from the junction to a contact in the n layer, where the donor density is \(N_L\). If the p-side drop is taken as constant, \(U\) changes one for one with the applied reverse bias. Four pieces make up \(U\), to leading order in the ratio of the Debye length \(\sqrt{\kappa kT/(4\pi N)}\) to \(W\).

In the neutral layer, the electron density \(n\propto e^{\phi/kT}\) follows \(N\), so \(\phi=kT\ln N+\text{const}\). The rise from \(W\) to the contact is \(kT\ln[N_L/N(W)]\). The slope at the edge is \(\phi'(W)=mkT/W\) instead of zero. Carried across the depletion layer, it adds \(W\phi'(W)=mkT\) to \(V\).

The electron density also does not end sharply. To leading order, \(N\) can be taken as constant over the few Debye lengths of its tail. In the example this is rough at 2 V, where \(N\) rises by a factor of 1.8 over two Debye lengths; the numerical solution below uses the true profile. With \(u\) the drop below the neutral potential, one integration of Poisson's equation gives

\[
\tfrac12u'^2=\frac{4\pi N}{\kappa}\left[u+kT\left(e^{-u/kT}-1\right)\right]
\;\to\;\frac{4\pi N}{\kappa}(u-kT)\qquad(u\gg kT).
\]

For a given field, that is, a given charge, \(u\) is larger by \(kT\) than with a sharp edge. Adding the pieces,

\[
U=V+kT\left[m+1+\ln\frac{N_L}{N(W)}\right].
\]

The capacitance keeps its form. The charge per area, found from the field at the junction, changes by \(\left[N-\kappa mkT/(4\pi W^2)\right]dW\), while \(dU=\left[(4\pi/\kappa)WN-mkT/W\right]dW\). Their ratio is still \(\kappa/(4\pi W)\), so \(f=sV\) survives with \(V\) defined by (5).

Since \(N(W)\propto V^{-3}\), the logarithm contributes \(3kT\ln V\), and

\[
\frac{dU}{dV}=1+\frac{3kT}{V},\qquad
\frac{df}{dU}=\frac{s}{1+3kT/V}.
\]

With \(kT=0.02585\) eV, the slope against bias is 0.963 of the ideal value at \(V=2\) V and 0.990 at 8 V. Equivalently, the built-in part falls by \(kT\ln64=0.108\) V over the range, because the edge moves into ever lighter doping.

A numerical solution of Poisson's equation with mobile electrons tests this, for the same profile continued to a contact at 8000 nm. At the values of \(U\) belonging to \(V=2\), 3 and 8 V, its frequencies agree with the predicted ones within 0.1 %. Between \(V=2\) and 3 V, its mean slope against \(U\) is 0.9696 of the ideal slope. The formula gives \(1/(1+3kT\ln1.5)=0.9695\), with \(kT\) in eV and the change of \(V\) equal to 1 V. The frequency is thus proportional to the depletion-layer potential, but slightly curved as a function of the applied bias.

## Computed values

```
Frequency exponent in V, from charge and potential:
  m = -1.5: 1.00000
  m = -1.0: 0.50000
  m =  0.0: 0.25000
  m =  1.0: 0.16667
Depth exponent from demanding f = slope*V: -3/2
Inputs: kappa 11.7, area 0.001 cm2, L 100 nH, T 300 K, kT 0.02585 eV
Cap depth 100 nm; cap density 1.829e+17 cm^-3
Power-law density at cap depth 4.572e+16 cm^-3
V = 2 V: edge 200 nm, doping there 1.616e+16 cm^-3
  C 51.797 pF, f 69.93 MHz, junction field 0.324 MV/cm
  built-in 0.905 V, p-side drop 0.034 V, reverse bias about 1.09 V
V = 4 V: edge 800 nm, doping there 2.021e+15 cm^-3
  C 12.949 pF, f 139.86 MHz, junction field 0.374 MV/cm
  built-in 0.852 V, p-side drop 0.045 V, reverse bias about 3.15 V
V = 8 V: edge 3200 nm, doping there 2.526e+14 cm^-3
  C 3.237 pF, f 279.72 MHz, junction field 0.399 MV/cm
  built-in 0.798 V, p-side drop 0.052 V, reverse bias about 7.20 V
Tuning slope f/V: 34.965 MHz/V
Offset with continuous plateau: 1.061 V
Poisson-Boltzmann frequency / predicted frequency:
  V = 2 V: 0.99911
  V = 3 V: 0.99944
  V = 8 V: 0.99985
Slope against bias / ideal slope, 2 to 3 V: simulated 0.9696, predicted 0.9695
Local slope factor 1/(1+3kT/V) at 2 V: 0.9627
Local slope factor 1/(1+3kT/V) at 8 V: 0.9904
Built-in change from 2 to 8 V: -0.1075 V
p-side acceptor density (rough): 1e+19 cm^-3
Ionisation integral, upper bound at 8 V: 0.095
Tunnelling exponent at 8 V (mass 0.2): 91
Cap density / band density of states (2.8e19 cm^-3): 0.0065
Stray capacitance 0.2 pF changes f by:
  V = 2 V: -0.19 %
  V = 8 V: -2.95 %
Layer end 4000 nm, mobility 1400 cm2/Vs
Series resistance at 2 V: 3.94 ohm, Q 11.1
Damping shift of f at 2 V: -0.101 %
Change of f at 2 V for +10 K, fixed bias: -0.62 %
```
